**Landau–Zener probability: complex continuation and direct integration**

The program tests $P=\exp[-2\pi V^2/(\hbar v\Delta F)]$, the probability of staying on the initial diabat in one passage through a linear crossing. Here $V$ is the constant coupling, $v$ the speed, $\Delta F$ the difference of the diabatic forces, and $g=V/\sqrt{\hbar v\Delta F}$. It asserts that integration of the two-level equations agrees with the formula within $5\times10^{-5}$ for four values of $g$ and, in physical units with unequal slopes, for five speeds. It asserts that continuing the adiabatic energy over an arc above the complex crossing point changes the energy sheet and gives the log amplitude $-\pi g^2$, while an arc below that point does neither. An exact integral solution is compared with direct integration, and its asymptotic form is tested at five angles on the upper arc and shown to fail on the lower one. Further assertions cover the action integral, the population of the other diabat and the error bounds for a finite integration range. For $V=0.03$ eV, $\Delta F=1.0$ eV/Å and $v=1000$ m/s the output gives $P=0.4235$ from both the formula and the integration.

## Program and output

```python
"""Landau-Zener probability: P = exp(-2 pi V^2 / (hbar v DeltaF)).

Two diabatic energies W1 = -F1 x and W2 = -F2 x, constant coupling V, x = v t,
DeltaF = |F1 - F2|.  P is the probability of remaining on the initial diabat,
i.e. of jumping between adiabatic states, for t from -infinity to +infinity.
Scaled variables: tau = t sqrt(v DeltaF / hbar), g = V / sqrt(hbar v DeltaF).
The formula is compared with direct integration of the two-level equations.
The continuation in complex tau is tested with an exact integral solution.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import gamma


def propagate(slope1, slope2, coupling, hbar, t_start, t_end, initial):
    """Integrate i hbar dc/dt = H c, H = [[slope1 t, V], [V, slope2 t]]."""
    def rhs(t, c):
        return np.array([slope1 * t * c[0] + coupling * c[1],
                         coupling * c[0] + slope2 * t * c[1]]) / (1j * hbar)
    result = solve_ivp(rhs, (t_start, t_end), np.array(initial, dtype=complex),
                       method="DOP853", rtol=1e-10, atol=1e-12)
    assert result.success
    return result.y[:, -1]


def adiabat_near_state1(slope1, slope2, coupling, t):
    """Eigenvector of H(t) with the larger weight on diabatic state 1."""
    h = np.array([[slope1 * t, coupling], [coupling, slope2 * t]])
    vectors = np.linalg.eigh(h)[1]
    return vectors[:, np.argmax(np.abs(vectors[0]))]


def jump_probability(slope1, slope2, coupling, hbar, t_max):
    """Start and finish on the adiabats that approach diabat 1."""
    first = adiabat_near_state1(slope1, slope2, coupling, -t_max)
    last = adiabat_near_state1(slope1, slope2, coupling, t_max)
    c = propagate(slope1, slope2, coupling, hbar, -t_max, t_max, first)
    return abs(np.vdot(last, c))**2


def exact_integrals(radius, arg_z, g):
    """I = int s^p e^(-s^2/2-zs) ds and M = int s^p (z+s) e^(-s^2/2-zs) ds,
    p = i g^2, on a tilted ray from 0, with s = exp(u + i tilt)."""
    p = 1j * g**2
    z = radius * np.exp(1j * arg_z)
    tilt = -arg_z / 4 if abs(arg_z) < 0.76 * np.pi else 0.0
    step = 1e-3
    log_s = np.arange(-40.0, 4.0, step) + 1j * tilt
    s = np.exp(log_s)
    weight = np.exp((p + 1) * log_s - s**2 / 2 - z * s)
    return step * np.sum(weight), step * np.sum(weight * (z + s))


def exact_state(radius, theta, g):
    """Exact (c1, c2) at tau = radius exp(i theta), z = exp(-3 pi i/4) tau."""
    tau = radius * np.exp(1j * theta)
    i_int, m_int = exact_integrals(radius, theta - 0.75 * np.pi, g)
    phase = np.exp(-1j * tau**2 / 4)
    return np.array([np.exp(0.75j * np.pi) * phase * m_int / g, phase * i_int])


def arc_deviation(radius, theta, g):
    """Relative deviation of M from its continued form Gamma(1+p) z^(-p)."""
    p = 1j * g**2
    arg_z = theta - 0.75 * np.pi
    m_int = exact_integrals(radius, arg_z, g)[1]
    z_power = np.exp(p * (np.log(radius) + 1j * arg_z))
    return abs(m_int * z_power / gamma(1 + p) - 1)


def continued_energy(radius, g):
    """Continue the lower adiabatic energy from -radius over an upper arc.
    Returns Re(-i int E dtau) and the final energy."""
    theta = np.linspace(np.pi, 0.0, 20001)
    tau = radius * np.exp(1j * theta)
    square = tau**2 + 4 * g**2
    angle = np.unwrap(np.angle(square))
    angle -= 2 * np.pi * np.round(angle[0] / (2 * np.pi))
    energy = -0.5 * np.sqrt(np.abs(square)) * np.exp(0.5j * angle)
    integral = simpson(energy * 1j * tau, x=theta)
    return (-1j * integral).real, energy[-1].real


# Model parameters in eV, angstrom and fs
hbar = constants.hbar / constants.e * 1e15
V = 0.03
F1, F2 = -0.4, 0.6
delta_F = abs(F1 - F2)
speed_si = 1000.0
v = speed_si * 1e-5
rate = v * delta_F
g = V / np.sqrt(hbar * rate)
P = np.exp(-2 * np.pi * V**2 / (hbar * rate))
time_unit = np.sqrt(hbar / rate)
t_cross = 2 * V / rate

print(f"coupling V = {V:.3f} eV; smallest adiabatic gap = {2*V:.3f} eV")
print(f"forces F1, F2 = {F1:.1f}, {F2:.1f} eV/angstrom")
print(f"force difference = {delta_F:.1f} eV/angstrom")
print(f"speed v = {speed_si:.0f} m/s = {v:.3f} angstrom/fs")
print(f"hbar = {hbar:.6f} eV fs")
print(f"hbar v DeltaF = {hbar*rate:.6e} eV^2")
print(f"time unit = {time_unit:.4f} fs; length unit = {v*time_unit:.5f} angstrom")
print(f"g = {g:.5f}; g^2 = {g**2:.5f} (dimensionless)")
print(f"complex crossing: Im t = {t_cross:.3f} fs, Im x = {v*t_cross:.3f} angstrom")
print(f"complex crossing: Im tau = {2*g:.5f} (dimensionless)")

# Action from the real axis to the complex crossing
action = quad(lambda y: np.sqrt(max(4 * V**2 - (rate * y)**2, 0.0)),
              0, t_cross)[0] / hbar
assert abs(np.exp(-2 * action) - P) < 1e-7
print(f"action integral S/hbar = {action:.5f}; exp(-2S/hbar) = {np.exp(-2*action):.5f}")
print(f"Landau-Zener exponent = {-np.log(P):.5f}; P = {P:.5f}; 1-P = {1-P:.5f}")

# Energy continuation above and below the crossing point
for ratio in (1.5, 4.0, 0.6):
    radius = ratio * 2 * g
    log_factor, final_energy = continued_energy(radius, g)
    expected = -np.pi * g**2 if ratio > 1 else 0.0
    assert abs(log_factor - expected) < 1e-7
    assert (final_energy > 0) == (ratio > 1)
    print(f"arc radius/(2g) = {ratio:.1f}: log amplitude = {log_factor:+.5f}, "
          f"final scaled energy = {final_energy:+.4f}")

# The integral solution must obey the two-level equations
start_state = exact_state(8.0, np.pi, g)
end_state = exact_state(8.0, 0.0, g)
end_ode = propagate(0.5, -0.5, g, 1.0, -8.0, 8.0, start_state)
solution_error = np.linalg.norm(end_ode - end_state) / np.linalg.norm(end_state)
assert solution_error < 1e-6
print(f"integral solution against integration, relative error = {solution_error:.1e}")

# Accuracy of the continued asymptotic form on the upper arc
for degrees in (180, 135, 90, 45, 0):
    theta = np.radians(degrees)
    near, far = arc_deviation(8.0, theta, g), arc_deviation(16.0, theta, g)
    if degrees == 0:
        assert 1.85 < near / far < 2.15
    else:
        assert 3.7 < near / far < 4.3
    print(f"upper arc {degrees:3d} deg: deviation R=8: {near:.2e}, "
          f"R=16: {far:.2e}, ratio {near/far:.2f}")
lower_deviation = arc_deviation(8.0, np.radians(315), g)
assert lower_deviation > 1e6
print(f"lower arc 315 deg, R=8: deviation = {lower_deviation:.1e}")
print(f"false probability from lower arc = {np.exp(2*np.pi*g**2):.4f}")

# Direct integration over a range of couplings, and the other channel
for g_test in (0.1, 0.3, 0.6, 1.0):
    numerical = jump_probability(0.5, -0.5, g_test, 1.0, 40.0)
    formula = np.exp(-2 * np.pi * g_test**2)
    other = (2 * np.pi * g_test**2 * np.exp(-np.pi * g_test**2)
             / abs(gamma(1 + 1j * g_test**2))**2)
    assert abs(numerical - formula) < 5e-5
    assert abs((1 - numerical) - other) < 5e-5
    print(f"g = {g_test:.1f}: P integrated = {numerical:.6f}, formula = {formula:.6f}, "
          f"other channel = {other:.6f}")

# Finite range: diabatic and adiabatic end states
for t_max in (10.0, 20.0, 40.0):
    diabatic = abs(propagate(0.5, -0.5, g, 1.0, -t_max, t_max, [1, 0])[0])**2
    adiabatic = jump_probability(0.5, -0.5, g, 1.0, t_max)
    for value, mixing in ((diabatic, g / t_max), (adiabatic, g / t_max**3)):
        bound = 4 * mixing * np.sqrt(P * (1 - P)) + 4 * mixing**2
        assert abs(value - P) < 1.05 * bound + 1e-7
    assert abs(adiabatic - P) < 1e-3
    print(f"range T = {t_max:.0f}: P diabatic ends = {diabatic:.5f}, "
          f"adiabatic ends = {adiabatic:.6f}")

# Physical units, unequal slopes, fixed spatial range
x_max = 4.0
print(f"spatial integration range = -{x_max:.1f} to {x_max:.1f} angstrom")
for speed in (250.0, 500.0, 1000.0, 2000.0, 4000.0):
    velocity = speed * 1e-5
    numerical = jump_probability(-F1 * velocity, -F2 * velocity, V, hbar,
                                 x_max / velocity)
    formula = np.exp(-2 * np.pi * V**2 / (hbar * velocity * delta_F))
    assert abs(numerical - formula) < 5e-5
    print(f"v = {speed:.0f} m/s: P integrated = {numerical:.5f}, "
          f"formula = {formula:.5f}")

print("no test failed")
```

Output:

```
coupling V = 0.030 eV; smallest adiabatic gap = 0.060 eV
forces F1, F2 = -0.4, 0.6 eV/angstrom
force difference = 1.0 eV/angstrom
speed v = 1000 m/s = 0.010 angstrom/fs
hbar = 0.658212 eV fs
hbar v DeltaF = 6.582120e-03 eV^2
time unit = 8.1130 fs; length unit = 0.08113 angstrom
g = 0.36978; g^2 = 0.13673 (dimensionless)
complex crossing: Im t = 6.000 fs, Im x = 0.060 angstrom
complex crossing: Im tau = 0.73955 (dimensionless)
action integral S/hbar = 0.42956; exp(-2S/hbar) = 0.42353
Landau-Zener exponent = 0.85913; P = 0.42353; 1-P = 0.57647
arc radius/(2g) = 1.5: log amplitude = -0.42956, final scaled energy = +0.6666
arc radius/(2g) = 4.0: log amplitude = -0.42956, final scaled energy = +1.5246
arc radius/(2g) = 0.6: log amplitude = +0.00000, final scaled energy = -0.4312
integral solution against integration, relative error = 1.1e-10
upper arc 180 deg: deviation R=8: 1.07e-03, R=16: 2.69e-04, ratio 3.99
upper arc 135 deg: deviation R=8: 1.05e-03, R=16: 2.68e-04, ratio 3.93
upper arc  90 deg: deviation R=8: 1.08e-03, R=16: 2.70e-04, ratio 4.00
upper arc  45 deg: deviation R=8: 1.10e-03, R=16: 2.71e-04, ratio 4.07
upper arc   0 deg: deviation R=8: 5.40e-02, R=16: 2.72e-02, ratio 1.99
lower arc 315 deg, R=8: deviation = 2.3e+12
false probability from lower arc = 2.3611
g = 0.1: P integrated = 0.939102, formula = 0.939101, other channel = 0.060899
g = 0.3: P integrated = 0.568080, formula = 0.568084, other channel = 0.431916
g = 0.6: P integrated = 0.104141, formula = 0.104148, other channel = 0.895852
g = 1.0: P integrated = 0.001865, formula = 0.001867, other channel = 0.998133
range T = 10: P diabatic ends = 0.44673, adiabatic ends = 0.424207
range T = 20: P diabatic ends = 0.45322, adiabatic ends = 0.423585
range T = 40: P diabatic ends = 0.41032, adiabatic ends = 0.423524
spatial integration range = -4.0 to 4.0 angstrom
v = 250 m/s: P integrated = 0.03218, formula = 0.03218
v = 500 m/s: P integrated = 0.17938, formula = 0.17938
v = 1000 m/s: P integrated = 0.42353, formula = 0.42353
v = 2000 m/s: P integrated = 0.65079, formula = 0.65079
v = 4000 m/s: P integrated = 0.80672, formula = 0.80672
no test failed
```
